# Why the Exact Kohn–Sham Gap Can Differ from the Fundamental Gap

## Definitions and conventions

Let $E(N)$ be the ground-state energy of $N$ electrons in a fixed external potential, at zero temperature and with fixed nuclei. For an integer $N_0$, the ionization energy, the electron affinity and the fundamental gap are

$$I=E(N_0-1)-E(N_0),\qquad A=E(N_0)-E(N_0+1),$$

$$E_g=I-A=E(N_0-1)+E(N_0+1)-2E(N_0).$$

The gap $E_g$ is the cost of taking an electron from one copy of the system and adding it to a distant copy. It is not an optical excitation energy, in which the electron and the hole remain in the same system and attract each other.

The Kohn–Sham (KS) system consists of non-interacting electrons in a multiplicative potential $v_s$, chosen so that their density equals the interacting ground-state density. If $\varepsilon_H$ and $\varepsilon_L$ are its highest occupied and lowest empty levels at $N_0$, the KS gap is $E_s=\varepsilon_L-\varepsilon_H$. "Exact" means that $v_s$ reproduces the exact density; no approximate functional enters.

Space is represented by a finite set of sites $i$, with density $n_i$ and potential $v_i$. This makes the derivatives ordinary partial derivatives. The model energies are in eV.

## A counter-example

Does the exact KS gap equal the fundamental gap? One example is enough to show that it need not. Take a ring of six sites, with sublattice A on the even sites and B on the odd ones:

$$\hat H=-t\sum_{i\sigma}(c^\dagger_{i\sigma}c_{i+1,\sigma}+\text{h.c.})+\sum_i v_i\hat n_i+U\sum_i\hat n_{i\uparrow}\hat n_{i\downarrow}+V\sum_i\hat n_i\hat n_{i+1}.$$

The parameters are $t=1$, $U=4$, $V=1$, $v_A=-9$ and $v_B=-7$ eV. With six electrons this is a small model of a binary insulator, not a particular material and not a converged bulk crystal.

**Fundamental gap.** Diagonalizing $\hat H$ in the full many-electron space gives

$$E(5)=-42.0044,\quad E(6)=-47.4720,\quad E(7)=-50.0044\ \text{eV}.$$

Hence $I=5.4676$ eV, $A=2.5324$ eV, and $E_g=I-A=2.935$ eV.

**KS gap.** The six-electron density is $n_A=1.41299$, $n_B=0.58701$. A KS potential with the same two-site period is a constant plus $-w$ on A and $+w$ on B. The constant affects neither the density nor the gap. For Bloch phase $k$ between two-site cells, the one-electron matrix is

$$h(k)=\begin{pmatrix}-w&-t(1+e^{-ik})\\-t(1+e^{ik})&w\end{pmatrix}.$$

Its trace is zero and its determinant is $-w^2-t^2|1+e^{ik}|^2$. Since $|1+e^{ik}|^2=2+2\cos k=4\cos^2(k/2)$, the levels are $\pm\epsilon_k$ with

$$\epsilon_k=\sqrt{w^2+4t^2\cos^2(k/2)}.$$

Three cells allow $k=0,\pm2\pi/3$, for which $4\cos^2(k/2)=4,1,1$. Six electrons fill the lower band. In a lower-band state the weight on A minus the weight on B is $w/\epsilon_k$, because the expectation value of the diagonal part of $h$, divided by $-w$, is $-\partial(-\epsilon_k)/\partial w$. With two spins and three A sites,

$$n_A-n_B=\frac23\sum_k\frac{w}{\epsilon_k}
=\frac23\left[\frac{w}{\sqrt{w^2+4t^2}}+\frac{2w}{\sqrt{w^2+t^2}}\right].$$

Each term increases with $w$, so there is one solution. The required difference, $0.82598$, gives $w=0.5556$ eV. The frontier levels belong to $k=\pm2\pi/3$, and therefore

$$E_s=2\sqrt{w^2+t^2}=2\sqrt{0.5556^2+1}=2.288\ \text{eV}.$$

The two gaps differ by

$$D=E_g-E_s=2.935-2.288=0.647\ \text{eV},$$

which is 22% of the fundamental gap. The density was reproduced and both gaps were obtained without an approximate functional, so the difference cannot be blamed on one.

## The general statement

To locate the missing energy, the functionals must be defined for a fractional mean electron number. Let $E[v,N]$ be the lowest energy among ensembles of states with mean number $N$ in potential $v$. For a density with $\sum_i n_i=N$, define

$$F[n]=\max_v\Big\{E[v,N]-\sum_i v_in_i\Big\}.$$

Adding a constant $c$ to $v$ adds $cN$ to both terms, so $F$ is unaffected by it. Let $T_s[n]$ be the same expression for non-interacting electrons. With a Hartree energy $E_H[n]$ that is a smooth function of the density, the exchange-correlation (xc) energy is

$$E_{xc}=F-T_s-E_H .$$

Let $v_{xc,i}^{-}$ and $v_{xc,i}^{+}$ be its derivatives with respect to $n_i$ at the $N_0$-electron density, approached from below and above $N_0$. The statement is

$$\boxed{E_g=E_s+D,\qquad D=v_{xc,i}^{+}-v_{xc,i}^{-}\ \text{for every site }i.}$$

The assumptions are as follows.

1. $E(N)$ is strictly convex at $N_0$, and the lines through its points at $N_0$ and $N_0\pm1$ lie nowhere above the other integer energies, both for the given potential and for potentials close to it.
2. The KS system at $N_0$ has a closed shell and a non-zero gap.
3. The $N_0$-electron density determines the maximizing potential uniquely up to a constant, both with and without interaction.

## Proof

**Energies between integers.** Consider an ensemble with probabilities $p_M$ for $M$ electrons and mean number $\sum_M p_MM=N_0+x$, where $0\le x\le1$. Its energy is at least $\sum_Mp_ME(M)$. By assumption 1, $E(M)\ge E(N_0)-A(M-N_0)$ for every integer $M$. Averaging this inequality gives

$$\sum_M p_ME(M)\ge E(N_0)-Ax .$$

Mixing the $N_0$ and $N_0+1$ ground states with weights $1-x$ and $x$ attains the bound. The same argument below $N_0$ uses the line with slope $-I$. Thus

$$E(N_0+x)=E(N_0)-Ax,\qquad E(N_0-x)=E(N_0)+Ix .$$

The slope is $\mu^-=-I$ below $N_0$ and $\mu^+=-A$ above it. In the ring, a grand-canonical average over the full spectrum at $kT=0.01$ eV and mean number $6.3$ gives $-48.231756$ eV. The linear formula gives the same value to the printed digits.

**Slopes of $F$.** Write $G(v,n)=E[v,N]-\sum_iv_in_i$, and let $v^0$ be the external potential, which maximizes $G(v,n^0)$ at the $N_0$-electron density $n^0$. Fix the irrelevant constant in the trial potentials by holding $\sum_iv_i$ at its value for $v^0$. Change the density to $n^0+h\delta$, with small $h>0$ and $\sum_i\delta_i>0$. For $v$ near $v^0$, strict convexity persists and the energy is linear in the added charge, so

$$G(v,n^0+h\delta)=G(v,n^0)+h\,g(v),$$

$$g(v)=\big(E[v,N_0+1]-E[v,N_0]\big)\sum_i\delta_i-\sum_iv_i\delta_i .$$

Using $v^0$ as a trial potential gives a lower bound:

$$F[n^0+h\delta]\ge F[n^0]+h\,g(v^0).$$

If $v^h$ is the maximizer for the changed density, then $G(v^h,n^0)\le F[n^0]$ gives an upper bound:

$$F[n^0+h\delta]\le F[n^0]+h\,g(v^h).$$

It remains to show that $v^h\to v^0$. On a small sphere around $v^0$, uniqueness makes $G(v,n^0)$ lower than its maximum by a finite amount. For small enough $h$, $G(v,n^0+h\delta)$ is then still lower on the sphere than at the centre. Since $E[v,N]$ is a minimum of functions linear in $v$, $G$ is concave in $v$, and its maximizer must lie inside the sphere. The radius can be made as small as desired. The two bounds therefore meet, and the slope of $F$ is $g(v^0)$.

At $v^0$ the energy difference in $g$ is $-A$. For $\sum_i\delta_i<0$ the same steps use the slope $-I$. Reading off the coefficient of $\delta_i$,

$$\left(\frac{\partial F}{\partial n_i}\right)^{\pm}=\mu^\pm-v_i^0 .$$

The potential is the same on both sides, so $\partial F/\partial n_i$ jumps by $\mu^+-\mu^-=I-A=E_g$ at every site.

**Slopes of $T_s$.** For non-interacting electrons, added charge enters the lowest empty orbital and removed charge leaves the highest occupied one. The energy slopes are $\varepsilon_L$ and $\varepsilon_H$. The same argument, now with the KS potential as maximizer, gives

$$\left(\frac{\partial T_s}{\partial n_i}\right)^{+}=\varepsilon_L-v_{s,i},\qquad
\left(\frac{\partial T_s}{\partial n_i}\right)^{-}=\varepsilon_H-v_{s,i}.$$

This derivative jumps by $E_s$.

**The xc jump.** Since $E_H$ is smooth, its derivative $v_{H,i}$ has no jump. Subtracting the slopes of $T_s$ and $E_H$ from those of $F$ leaves

$$v_{xc,i}^{+}-v_{xc,i}^{-}=E_g-E_s=D,$$

independent of $i$. This proves the statement.

**Absolute levels.** The KS potential including its constant is

$$v_i^0+v_{H,i}+v_{xc,i}^{\pm}
=v_i^0+(\mu^\pm-v_i^0)-(\mu_s^\pm-v_{s,i})
=v_{s,i}+\mu^\pm-\mu_s^\pm ,$$

where $\mu_s^-=\varepsilon_H$ and $\mu_s^+=\varepsilon_L$. In the lower potential the highest occupied level is shifted to $\varepsilon_H+\mu^--\varepsilon_H=-I$. In the upper potential the lowest empty level is shifted to $-A$. In the lower potential, however, that empty level lies at

$$\varepsilon_L-I-\varepsilon_H=-I+E_s=-A-E_g+E_s=-A-D .$$

This locates the difference between the two gaps: $-I$ and $-A$ are both KS levels, but they belong to two potentials that differ by a constant. Subtracting levels within one potential loses that constant.

## The jump in the ring

For a density with the two-site period, the maximization defining $F$ can be restricted to potentials with that period. Averaging any trial potential over the translations leaves $\sum_iv_in_i$ unchanged, and concavity ensures that it does not lower $E[v,N]$. One scalar then remains to be varied. The Hartree energy is taken as

$$E_H=\frac U2\sum_in_i^2+V\sum_in_in_{i+1},$$

so $v_{H,A}=Un_A+2Vn_B=5.652+1.174=6.826$ eV, and likewise $v_{H,B}=5.174$ eV.

One-sided numerical derivatives of $E_{xc}$, taken separately for the two sublattices, give these values in eV:

| | A | B |
|---|---:|---:|
| $v_{xc}^-$ | $-2.7052$ | $-1.9421$ |
| $v_{xc}^+$ | $-2.0579$ | $-1.2948$ |
| jump | $0.6473$ | $0.6473$ |

The xc potential differs between A and B, but its jump does not. The jumps are tested against $E_g-E_s$ with a tolerance of $3\times10^{-4}$ eV. Below $N=6$, the total KS potential is

$$-9+6.8260-2.7052=-4.8792\ \text{eV on A},$$

$$-7+5.1740-1.9421=-3.7681\ \text{eV on B}.$$

Its frontier levels are $-5.4676$ and $-3.1797$ eV. The first is $-I$; the second is $-A-D=-2.5324-0.6473$ eV. Above $N=6$, the levels are $-4.8203$ and $-2.5324$ eV, and now the empty level is $-A$.

## Weak interaction and the origin of $D$

Without interaction the KS system is the original system, so $D=0$. The first correction in $U$ and $V$ can be found for this ring. To first order, the energy for adding or removing an electron is a frontier level of the mean-field Hamiltonian built from the six-electron state. The four possible added electrons differ in $k$ or spin, so the interaction does not mix them.

In this mean field, $U$ contributes the site potential $Un_i/2$. The direct part of $V$ is also a site potential. The exchange part of $V$ instead adds $-Vp$ to the hopping amplitude $-t$, where $p=\langle c^\dagger_{i\sigma}c_{i+1,\sigma}\rangle$ is the bond order per spin. The mean-field ring therefore has hopping $t+Vp$ and some staggering $w_m$.

Its density is correct to first order, because only single-electron excitations change the density at that order. The formula for $n_A-n_B$ depends only on the ratio of staggering to hopping. The KS ring, whose hopping must remain $t$, therefore has $w/t=w_m/(t+Vp)=r$. The gaps become

$$E_g\simeq2(t+Vp)\sqrt{1+r^2},\qquad E_s\simeq2t\sqrt{1+r^2},$$

and hence

$$D\simeq\frac{Vp}{t}\,E_s\qquad\text{to first order in }U\text{ and }V.$$

A multiplicative potential can reproduce the density but cannot enhance the hopping. At this order the difference appears as $D$, and $U$ alone contributes nothing.

The bond order follows from the kinetic energy. Six bonds contribute $-12tp$ per spin, while the filled band contributes $-\sum_k4t^2\cos^2(k/2)/\epsilon_k$. At zero interaction $w=t=1$ eV, so

$$p=\frac1{12}\left(\frac4{\sqrt5}+\frac2{\sqrt2}\right)=0.267 .$$

With $V=1$ eV, $U=0$ and the non-interacting gap $2.828$ eV, the estimate is $D\simeq0.267\times2.828=0.755$ eV. The full calculation gives $0.858$ eV. The coupling $V=t$ is not weak, so the formula is used here as an estimate of size. For $V=0$ and small $U$, the ring gives $D\simeq-0.0016\,U^2/t$, a small negative second-order term. The positive $D=0.311$ eV at $U=4$ eV and $V=0$ therefore comes from beyond second order. With both interactions present $D=0.647$ eV, less than with $V$ alone; the contributions are not additive.

A further limit is an infinite, uniform, half-filled chain. If its interacting ground state keeps the uniform density, a constant KS potential reproduces it, and the half-filled KS band has no gap. If the interacting chain is nevertheless insulating, its entire fundamental gap is $D$. This is the limiting case of a sequence of finite closed-shell rings, since the proof above assumes a KS gap at each finite size.

## Consequence for carrier statistics

In a grand-canonical ensemble the probability of $N$ electrons is proportional to the sum of $e^{-(E-\mu N)/kT}$ over the $N$-electron states. Place the chemical potential at mid-gap, $\mu=-(I+A)/2=-4.000$ eV. When $kT$ is small compared with the excitation energies at fixed $N$, the ground states dominate, and

$$\frac{P(7)}{P(6)}\simeq\frac{g_7}{g_6}\exp\left[-\frac{E(7)-E(6)-\mu}{kT}\right]
=\frac{g_7}{g_6}\,e^{-E_g/2kT},$$

because $-A+(I+A)/2=(I-A)/2$. Here $g_6=1$ and $g_7=4$, from two values of $k$ and two spins. At 300 K, $kT=0.02585$ eV, and both the full spectrum and this formula give $8.85\times10^{-25}$.

Inserting $E_s$ for $E_g$, with the same degeneracies and mid-gap chemical potential, gives $2.42\times10^{-19}$. The overestimate is

$$e^{D/2kT}=\exp\left(\frac{0.6473}{2\times0.02585}\right)\approx2.7\times10^5 .$$

A factor of the same form, $e^{D/2kT}$ with the material's own $D$ rather than the ring's, enters the intrinsic carrier density of a non-degenerate bulk semiconductor if the band-edge densities of states are held fixed. It matters where carriers are generated thermally across the gap. It does not directly set the majority-carrier density when fully ionized dopants fix that density. The comparison concerns the use of a ground-state KS gap in a thermal formula; it does not describe the exact finite-temperature KS system, whose potential depends on temperature.

## What an approximate functional can and cannot supply

Suppose an approximate $E_{xc}[n]$ has a continuous derivative with respect to the density at $N_0$. Its xc potential then has $D=0$. Minimizing its total energy at fixed $N$ gives $\mu=v_i+\partial(T_s+E_H+E_{xc})/\partial n_i$. Of these terms only the derivative of $T_s$ jumps, so

$$\mu^+-\mu^-=E_s^{\text{approx}} .$$

The one-sided energy slopes of such a functional thus differ by its own KS gap. Its $I-A$ from total energies at $N_0$ and $N_0\pm1$ is another quantity, since the approximate energy may curve between integers. The two agree if that energy is linear on both segments.

Improving the density alone does not repair the KS gap: in the ring the density is already exact, and $0.647$ eV is still missing. The gap can be obtained from differences of exact total energies, from $E_s$ with $D$ added, or from a theory of electron addition and removal. Total-energy differences of a smooth approximate functional do not help in a large crystal: if the added or removed electron spreads over the whole system, the curvature between integers vanishes as the system grows, and $I-A$ approaches $E_s^{\text{approx}}$. These conclusions concern a multiplicative KS potential. A scheme with a non-local, orbital-dependent operator has different one-electron levels and needs its own analysis.

The theorem does not fix the sign or size of $D$. It is positive in the three interacting cases listed in the numerical output, but the same ring with $U=1$ eV and $V=0$ has $D=-0.0008$ eV, so even a purely repulsive interaction does not guarantee a positive sign. If the shell at $N_0$ is open, or if the convexity assumption fails, the slopes used in the proof must be reconsidered before a gap is assigned. The numerical output lists the energies, potentials and levels of the ring.

## Computed results

```
Sites 6; hopping 1.0 eV; mean site energy -8.0 eV
Site energies A, B: -9.0, -7.0 eV
On-site U 4.0 eV; neighbour V 1.0 eV
E(5) = -42.00440 eV
E(6) = -47.47205 eV
E(7) = -50.00440 eV
Ionization energy I = 5.46764 eV
Electron affinity A = 2.53236 eV
Fundamental gap = 2.93529 eV
Densities n_A, n_B = 1.41299, 0.58701 electrons per site
KS half-staggering w = 0.55559 eV
KS gap = 2.28795 eV
Discontinuity D = gap difference = 0.64734 eV
D / fundamental gap = 22.05 percent
Cold ensemble: kT = 0.010 eV, mean N = 6.3
  thermal energy = -48.231756 eV
  linear interpolation = -48.231756 eV
Hartree potential A, B: 6.8260, 5.1740 eV
v_xc below N=6, A, B: -2.7052, -1.9421 eV
v_xc above N=6, A, B: -2.0579, -1.2948 eV
Jump of v_xc on A, B: 0.6473, 0.6473 eV
KS HOMO, LUMO below: -5.4676, -3.1797 eV
KS HOMO, LUMO above: -4.8203, -2.5324 eV
Mid-gap chemical potential = -4.0000 eV
Temperature 300 K; kT = 0.025852 eV
Ground-state degeneracies N=6, N=7: 1, 4
P(7)/P(6), full spectrum = 8.8454e-25
P(7)/P(6), activated form = 8.8454e-25
P(7)/P(6), KS gap inserted = 2.4219e-19
Overestimate factor = 2.7380e+05
Scan: U, V, fundamental gap, KS gap, D (all eV)
  0.0  0.0  2.8284  2.8284  0.0000
  4.0  0.0  2.3611  2.0503  0.3107
  0.0  1.0  5.8503  4.9924  0.8580
  4.0  1.0  2.9353  2.2879  0.6473
```
